Oscillator strength of the 1 → 2 transition in an infinite well

**Problem**

An electron of constant mass m moves along x between impenetrable walls at x = 0 and x = L. The potential is zero between the walls. This is the simplest model of a quantum well, with x along the growth direction and m the effective mass measured in free-electron masses. Light polarized along x drives transitions between the levels. In atomic units (ħ = 1, free-electron mass = 1) the oscillator strength from level 1 to level n is defined by

f_1n = 2m (E_n − E_1) |x_1n|²,  x_1n = ∫₀ᴸ ψ_1 x ψ_n dx.

(a) Find the levels, the normalized states and the gap E_2 − E_1.

(b) Compute x_12, and explain its sign.

(c) Show that f_12 = 256/(27π²), about 0.96, for every L and m.

(d) Obtain f_12 again from the matrix element of d/dx.

(e) Find f_1n for all n > 1 and prove that these strengths add up to 1. What does this say about the size of f_12?

(f) Evaluate the gap, x_12 and f_12 for L = 100 Å and m = 0.1. What changes if the free-electron mass is used in the prefactor of f?

**Solution**

**(a) Levels and states**

Inside the well the Schrödinger equation is

−(1/2m) ψ″ = E ψ,  ψ(0) = ψ(L) = 0.

For E ≤ 0 the solutions that vanish at x = 0 are proportional to x or to a hyperbolic sine. Neither vanishes again at x = L, so E must be positive. With k = √(2mE), the condition at x = 0 leaves ψ = A sin kx, and the condition at x = L requires kL = nπ with n = 1, 2, 3, … Therefore

E_n = k²/(2m) = n²π²/(2mL²).

The average of sin² over a whole number of half-waves is 1/2, so the normalization integral is A²L/2 = 1 and

ψ_n = √(2/L) sin(nπx/L).

The gap is

E_2 − E_1 = (4 − 1)π²/(2mL²) = 3π²/(2mL²).

**(b) The dipole matrix element**

Inserting the states gives

x_12 = (2/L) ∫₀ᴸ x sin(πx/L) sin(2πx/L) dx.

The identity 2 sin a sin b = cos(a − b) − cos(a + b) turns the product into a difference:

x_12 = (1/L) ∫₀ᴸ x [cos(πx/L) − cos(3πx/L)] dx.

Now set u = πx/L. Then x dx = (L²/π²) u du, and

x_12 = (L/π²) ∫₀^π u [cos u − cos 3u] du.

For a positive integer k, integration by parts gives

∫₀^π u cos ku du = [u sin(ku)/k]₀^π − (1/k) ∫₀^π sin ku du.

The first term vanishes at both ends. The second equals [cos(ku)/k²]₀^π, so

∫₀^π u cos ku du = [(−1)^k − 1]/k².

This is −2 for k = 1 and −2/9 for k = 3. Hence

x_12 = (L/π²)(−2 + 2/9) = −16L/(9π²).

The minus sign has a simple origin. With the phases chosen above, the product ψ_1ψ_2 is positive in the left half of the well and negative in the right half. The factor x is larger on the right, so the negative part wins. Replacing ψ_2 by −ψ_2 would reverse the sign of x_12, but |x_12|² would stay the same.

The choice of origin does not matter either. If x is replaced by x − a, the matrix element changes by −a∫ψ_1ψ_2 dx, which is zero because the two states are orthogonal.

The matrix element also has a direct meaning as a length. Put the electron in an equal superposition of the two levels,

Ψ = [ψ_1 exp(−iE_1t) + ψ_2 exp(−iE_2t)]/√2.

Both densities ψ_1² and ψ_2² are symmetric about the centre, so x_11 = x_22 = L/2. The two cross terms combine to a cosine, and the mean position is

⟨x⟩(t) = L/2 + x_12 cos[(E_2 − E_1)t].

Thus |x_12| is the amplitude with which the charge swings about the centre of the well. This oscillating dipole is what couples to the light.

**(c) The oscillator strength**

The square of the matrix element is

|x_12|² = 256L²/(81π⁴).

Together with the gap from part (a),

f_12 = 2m · [3π²/(2mL²)] · [256L²/(81π⁴)].

The factors 2m cancel, L² cancels, and π²/π⁴ leaves 1/π². The remaining number is 3 · 256/81 = 256/27, so

f_12 = 256/(27π²) ≈ 0.9607.

The independence of L and m follows from scaling. A wider well has a longer dipole, with |x_12|² growing as L², but its gap shrinks as 1/L². A heavier particle has a smaller gap, and the factor m in the definition compensates for this. What remains is a pure number set by the hard walls and the flat bottom. A well of fixed finite depth has an energy scale of its own, and there f_12 does depend on L and m.

Two conditions on the light enter here. First, the definition belongs to the dipole approximation, which requires L to be much smaller than the wavelength. Second, the field must have a component along x. In a well that is free in the plane, the states are products of ψ_n(x) and an in-plane function. A field along an in-plane direction y couples through y, which does not act on ψ_n(x), so its matrix element contains the factor ∫ψ_1ψ_2 dx = 0. In this model, light at normal incidence, whose field lies in the plane, does not drive the 1 → 2 transition. For a field at angle θ to the x axis, the coupling strength is f_12 cos²θ.

**(d) The derivative form**

The commutator of H = −(1/2m) d²/dx² with x, acting on a function φ, is

[H, x]φ = −(1/2m)[(xφ)″ − xφ″] = −(1/2m)(2φ′) = −(1/m)φ′.

Take φ = ψ_2, multiply by ψ_1 and integrate. Since xψ_2 vanishes at both walls, H may be moved onto ψ_1, where it gives E_1. In the other term H acts on ψ_2 and gives E_2. Therefore

(E_1 − E_2) x_12 = −(1/m) D_12,  D_12 = ∫₀ᴸ ψ_1 ψ_2′ dx,

or D_12 = m(E_2 − E_1)x_12. Solving for x_12 and inserting it into the definition of f gives

f_12 = 2 |D_12|²/[m(E_2 − E_1)].

The element D_12 can be calculated without using x_12. The derivative of ψ_2 brings down a factor 2π/L, and with u = πx/L

D_12 = (2/L)(2π/L)(L/π) ∫₀^π sin u cos 2u du = (4/L) ∫₀^π sin u cos 2u du.

From sin u cos 2u = ½(sin 3u − sin u), the integral is ½(2/3 − 2) = −2/3. Thus

D_12 = −8/(3L).

Since m(E_2 − E_1) = 3π²/(2L²),

f_12 = 2 · [64/(9L²)] · [2L²/(3π²)] = 256/(27π²).

The two forms agree, as they must for exact states when the mass is constant and the potential depends on x alone. The signs agree as well: m(E_2 − E_1)x_12 = [3π²/(2L²)] · [−16L/(9π²)] = −8/(3L).

**(e) All strengths from the ground state, and their sum**

The steps of part (b), with 2 replaced by a general n > 1, give

x_1n = (L/π²) ∫₀^π u {cos[(n − 1)u] − cos[(n + 1)u]} du.

If n is odd, both n − 1 and n + 1 are even, and both integrals vanish. This is the parity selection rule: ψ_1 and ψ_n are then both even about the centre, while x − L/2 is odd. If n is even, both numbers are odd, and

x_1n = −(2L/π²)[1/(n − 1)² − 1/(n + 1)²] = −8nL/[π²(n² − 1)²].

The last step uses (n + 1)² − (n − 1)² = 4n. The energy difference is (n² − 1)π²/(2mL²), so for even n

f_1n = (n² − 1)(π²/L²) · 64n²L²/[π⁴(n² − 1)⁴] = 64n²/[π²(n² − 1)³].

Setting n = 2 returns 256/(27π²).

To find the sum, consider the function φ = xψ_1. It vanishes at both walls and can be expanded in the well states, φ = Σ c_n ψ_n, with real coefficients c_n = x_1n. The corresponding coefficient of Hφ follows from two integrations by parts:

∫₀ᴸ ψ_n Hφ dx = −(1/2m)[ψ_nφ′ − ψ_n′φ]₀ᴸ + ∫₀ᴸ (Hψ_n)φ dx = E_n c_n.

The boundary term is zero because ψ_n and φ both vanish at the walls. It follows that

Σ (E_n − E_1)|x_1n|² = ∫₀ᴸ φ (H − E_1)φ dx.

The term n = 1 contributes nothing. On the right, the commutator of part (d) and (H − E_1)ψ_1 = 0 give

(H − E_1)xψ_1 = −(1/m)ψ_1′.

Multiplying by 2m,

Σ f_1n = −2 ∫₀ᴸ xψ_1ψ_1′ dx = −∫₀ᴸ x (ψ_1²)′ dx = −[xψ_1²]₀ᴸ + ∫₀ᴸ ψ_1² dx = 1.

This is the Thomas–Reiche–Kuhn sum rule for one particle in this well. From the ground state every energy difference is positive, so no term is negative, and f_12 cannot exceed 1. The value 0.9607 means that the first transition takes about 96% of the total. All higher ones share the remaining 3.9%.

The small remainder can be traced to the matrix elements. Going from n = 2 to n = 4 raises the energy difference by a factor 15/3 = 5. The dipole element falls by the factor 2 · (3/15)² = 2/25, and its square by 4/625. Together,

f_14/f_12 = 5 · 4/625 = 4/125 = 0.032,

which gives f_14 = 0.0307. The next strength is f_16 = 0.0054. After these three transitions the sum has reached 0.9969. For large even n the strengths fall as 64/(π²n⁴), so the higher levels add little.

A harmonic well shows what a full share looks like. Adding a potential V(x) to H does not change [H, x], because V commutes with x. For V = mω²x²/2 the ground state is proportional to exp(−mωx²/2), so ψ_0′ = −mωxψ_0 and

(H − E_0)xψ_0 = −(1/m)ψ_0′ = ω xψ_0.

Thus xψ_0 is itself an eigenfunction, with energy E_0 + ω. Multiplication by x leads from the ground state to one level only. The proof of the sum rule carries over, with functions that vanish at infinity in place of the walls, and this single transition has strength 1. In the infinite well, (x − L/2)ψ_1 is not an eigenfunction, and the states n = 4, 6, … must take a part.

The bound f ≤ 1 applies to the ground state. The proof of the sum rule works for any starting level, but from level 2 the downward transition has a negative energy difference and contributes f_21 = −f_12. The upward strengths from level 2 must therefore add up to 1 + 0.9607 ≈ 1.96.

**(f) Numbers for a model well**

The values L = 100 Å and m = 0.1 are round model parameters. With ħ restored, the constant needed for the energies is

ħ²/(2m) = 38.10 eV Å².

The lowest level is

E_1 = 38.10 · π²/100² eV = 0.0376 eV.

The second level is four times higher, E_2 = 0.1504 eV, and the gap is

E_2 − E_1 = 0.1128 eV = 0.004146 hartree.

The dipole element is

x_12 = −0.1801 · 100 Å = −18.01 Å = −34.04 bohr.

In the superposition of part (b) the mean position thus moves 18 Å to either side of the centre, in a well whose half-width is 50 Å.

In these units the definition of the strength reads f_12 = (E_2 − E_1)|x_12|²/[ħ²/(2m)]. With |x_12|² = 324.5 Å²,

f_12 = 0.1128 · 324.5/38.10 = 0.961,

in agreement with 256/(27π²) at the precision of the rounded factors.

A separate check uses none of the analytic states. The Hamiltonian is put on a grid and diagonalized, and f_12 is formed from the resulting energies and vectors. For L = 100 Å with m = 0.1, and for L = 50 Å with m = 0.3, this gives 0.960674 in both cases, against the exact 0.960675. Both grids have the same number of points, so the two matrices differ only by a constant factor, and the equal strengths show the scaling of part (c) at work. The test of the number itself is its agreement with the exact value. These values are listed in the numerical output.

If the free-electron mass is used in the prefactor while the effective mass stays in the Hamiltonian, the strength becomes

f_12/m = 0.9607/0.1 = 9.607.

The change of prefactor does not make the absorption stronger: the gap and the dipole element, which describe the transition itself, are unchanged. A smaller effective mass does make it stronger. The absorption integrated over the line is proportional to (E_2 − E_1)|x_12|², which grows as 1/m at fixed L. With the free-electron mass in the prefactor, the sum over all levels of the model well is 1/m = 10, and the first transition still takes 96% of it. A quoted oscillator strength can be compared with another only when the mass in its definition is known.

The value 0.9607 was derived for hard walls, a flat bottom and one constant mass. With barriers of finite height the states reach into the barriers, and both the gap and the dipole element change. If the mass stays constant, the sum rule survives, but the sum must then include the unbound states above the barriers. A static electric field along x removes the symmetry about the centre, so transitions to odd n are no longer forbidden by parity. If the mass differs between well and barrier, the commutator of part (d) no longer has a constant factor 1/m, and the sum rule in the form used here fails. Finally, f_12 describes one electron that starts in level 1 with level 2 empty. Interactions between electrons and the filling of the levels are outside this model.

Computed results

```
WORKED EXAMPLE (model well)
well width L                      = 100.0 angstrom
mass m                            = 0.10 electron masses
hbar^2/(2m)                       = 38.0998 eV angstrom^2
E_1                               = 0.03760 eV
E_2                               = 0.15041 eV
gap E_2 - E_1                     = 0.11281 eV
gap E_2 - E_1                     = 0.004146 hartree
x_12                              = -18.0127 angstrom
x_12                              = -34.0390 bohr
|x_12|/L                          = 0.180127 (no unit)
|x_12|^2                          = 324.456 angstrom^2
f_12 from gap and x_12            = 0.960675 (no unit)
f_12 with free mass in prefactor  = 9.60675 (no unit)
EXACT VALUE AND INDEPENDENT ROUTES (no unit)
256/(27 pi^2)                     = 0.960675
f_12 from derivative element      = 0.960675
f_12 on grid, L = 100 angstrom, m = 0.1 : 0.960674
f_12 on grid, L = 50 angstrom, m = 0.3 : 0.960674
SHARES OF THE SUM RULE (no unit)
f_12 = 0.960675, sum up to n = 2: 0.960675
f_14 = 0.030742, sum up to n = 4: 0.991417
f_16 = 0.005445, sum up to n = 6: 0.996861
sum over all even n               = 1.000000
share left for n > 2              = 0.039325
```
